# Final-State Charging Shift of Core Levels in an Isolated Metal Sphere

## Question

A photon removes a core electron from an atom inside a small, neutral metal sphere that is electrically isolated. The sphere is left with a charge $+e$, which a bulk metal would have carried away to infinity. How much does this charge change the measured core binding energy, how does the change scale with the radius $R$, and below what radius does it exceed 0.1 eV?

## Answer

### Which energies are compared

Let $E_i$ be the energy of the neutral sphere and $E_f$ its energy after the core electron has gone. The photoelectron is detected far away with kinetic energy $K$. Neglecting the recoil of the sphere, energy conservation reads

$$h\nu+E_i=E_f+K .$$

The binding energy relative to the vacuum at infinity is therefore

$$E_B=h\nu-K=E_f-E_i .$$

Anything that raises $E_f$ by $\Delta$ raises $E_B$ by $\Delta$ and slows the photoelectron by the same amount. A positive shift below means a higher binding energy.

I take $E_f$ to be the energy of the state in which the conduction electrons have fully relaxed around the core hole. This is the final state belonging to the main line of the spectrum. The reference is the same metal in the limit $R\to\infty$, with the same surroundings of the ionized atom. The shift $\Delta$ is then a pure final-state effect. Changes already present in the neutral sphere are discussed at the end.

### Where the charge goes

Treat the metal as a perfect conductor and the ionized atom as a point charge $+e$ inside a small spherical cavity of radius $a$. The charge sits a distance $d<a$ from the centre of the cavity, and the cavity may lie anywhere in the sphere. The cavity stands for the region from which the screening electrons are kept out. Its size will drop out of the shift.

Draw a closed surface in the metal around the cavity. The static field in the metal vanishes, so by Gauss's law the enclosed charge is zero, and the cavity wall must carry $-e$. The number of conduction electrons has not changed, because the electron that left was a core electron. The total induced charge is therefore zero, and the outer surface must carry $+e$.

This outer charge is uniform even if the core hole is off centre. To see this, construct a solution in two parts:

- The wall charge $-e$ is arranged as it would be in an infinite conductor, so that together with the core charge it gives no field anywhere outside the cavity.
- The outer charge $+e$ is spread uniformly over the sphere, which gives a constant potential everywhere inside it.

The sum has a constant potential in the metal and the correct total charge. It is the only solution. If there were two, their difference $\psi$ would be a potential with no core charge, constant in the metal, and produced by surface charges of zero total. Its field energy, half the sum of surface charge times potential, would be zero, so its field would vanish everywhere.

The first part contributes nothing to the potential in the metal. The second gives

$$V=\frac{e}{4\pi\varepsilon_0R}.$$

### The energy and its factor of one half

The electrostatic energy of a set of charges is half the sum of each charge times the potential at its position. There are three contributions:

- The core charge gives its self-energy, which is the same for every $R$, plus $\tfrac12 e\,\varphi_{\rm ind}$, where $\varphi_{\rm ind}$ is the potential that the surface charges produce at the core charge.
- The cavity wall, with charge $-e$ at potential $V$, gives $-\tfrac12 eV$.
- The outer surface, with charge $+e$ at potential $V$, gives $+\tfrac12 eV$.

The last two cancel. Apart from the constant self-energy, the energy is

$$E=\tfrac12\,e\,\varphi_{\rm ind}.$$

Inside the cavity the total potential equals $V$ plus the potential that the same core charge would have in a cavity whose wall is held at zero. Hence $\varphi_{\rm ind}=V+\varphi_{\rm loc}$, where $\varphi_{\rm loc}$ comes from the wall charge alone.

The local part follows from an image charge $-ea/d$ at distance $a^2/d$ from the cavity centre, on the same side as the core charge. For a point on the wall at angle $\gamma$ from that direction, the distance to the image is

$$\sqrt{a^2+\frac{a^4}{d^2}-\frac{2a^3}{d}\cos\gamma}
=\frac ad\sqrt{d^2+a^2-2ad\cos\gamma},$$

which is $a/d$ times the distance to the core charge. The two potentials therefore cancel on the wall. The image lies $a^2/d-d=(a^2-d^2)/d$ from the core charge, so

$$\varphi_{\rm loc}=-\frac{e}{4\pi\varepsilon_0}\,\frac{a/d}{(a^2-d^2)/d}
=-\frac{e}{4\pi\varepsilon_0}\,\frac{a}{a^2-d^2}.$$

The case $d=0$ follows as a limit. The energy becomes

$$E=-\frac{e^2a}{8\pi\varepsilon_0(a^2-d^2)}+\frac{e^2}{8\pi\varepsilon_0R}.$$

The first term is the local screening energy. It contains neither $R$ nor the position of the cavity, and it is all that remains when $R\to\infty$. The second term is the shift:

$$\boxed{\Delta(R)=\frac{eV}{2}=\frac{e^2}{8\pi\varepsilon_0R}}$$

In Gaussian units, where $e^2/4\pi\varepsilon_0$ is written $e^2$, this is $e^2/2R$.

A numerical solution for the surface charges shows the separation at work. For $R=5.0$ nm, $a=0.5$ nm and $d=0.15$ nm, the isolated sphere has $E=-1.43838$ eV. The same sphere held at zero potential has $-1.58238$ eV. The difference is

$$-1.43838-(-1.58238)=0.14400\ \text{eV},$$

and it is the same with the cavity centre 0, 2 or 4 nm from the centre of the sphere. The cavity dimensions are chosen for the test, so the local energy is not a prediction for a real atom.

### The same result from the field

The shift can also be read as the energy of the field outside the sphere. There the field strength is $e/(4\pi\varepsilon_0r^2)$, so the energy is

$$\int_R^\infty\frac{\varepsilon_0}{2}
\left(\frac{e}{4\pi\varepsilon_0r^2}\right)^2 4\pi r^2\,dr
=\frac{e^2}{8\pi\varepsilon_0}\int_R^\infty\frac{dr}{r^2}
=\frac{e^2}{8\pi\varepsilon_0R}.$$

In the bulk limit this outside field disappears, while the field in the cavity stays the same.

In terms of the capacitance $C=4\pi\varepsilon_0R$, the result is $e^2/2C$. The factor of one half appears because a charge $Q$ already on the sphere sets the potential $Q/C$ at which the next portion arrives:

$$\int_0^e\frac{Q}{C}\,dQ=\frac{e^2}{2C}.$$

This integral is a way to calculate an energy difference between two states. It does not require that the real ionization be slow.

### How large it is

The constant needed is $e^2/4\pi\varepsilon_0=1.43996$ eV nm. Setting the shift equal to 0.1 eV gives

$$R_c=\frac{1.43996\ \text{eV nm}}{2\times0.1\ \text{eV}}=7.20\ \text{nm},$$

or 72.0 Å. Since $\Delta$ falls steadily as $R$ grows, every smaller sphere in this model has a shift above 0.1 eV. The threshold diameter is 14.4 nm.

| $R$ (nm) | $\Delta$ (eV) |
|---:|---:|
| 1 | 0.720 |
| 2 | 0.360 |
| 5 | 0.144 |
| 10 | 0.072 |
| 20 | 0.036 |

The number of atoms is $N=\tfrac43\pi R^3n$, where $n$ is the atomic density. With the round value $n=60$ nm$^{-3}$, the threshold sphere contains

$$N_c=\frac{4\pi}{3}(7.20\ \text{nm})^3(60\ \text{nm}^{-3})\approx9.4\times10^4$$

atoms. At fixed density $R\propto N^{1/3}$, so $\Delta\propto N^{-1/3}$: eight times as many atoms are needed to halve the shift. This slow decay is why a particle of nearly a hundred thousand atoms can still show a charging shift of a tenth of an electronvolt.

### How sharp the surface charge has to be

A real metal does not carry its charge in an infinitely thin layer. The size of the resulting correction can be estimated with linear Thomas-Fermi theory, in which the conduction electrons are confined by a hard wall at $R$ and have a screening length $\lambda$. Place the core charge at the centre.

Let $\rho$ be the induced charge density, $\varphi_c$ the potential of the core charge, and $\varphi$ the total potential change. To second order in $\rho$, the energy change is

$$F=\int\rho\varphi_c\,d^3r
+\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
+\frac{\lambda^2}{2\varepsilon_0}\int\rho^2\,d^3r .$$

The last term is the kinetic-energy cost of changing the electron density. Minimizing $F$ with $\int\rho\,d^3r=0$ gives

$$\varphi+\frac{\lambda^2}{\varepsilon_0}\rho=\varphi_0,$$

where the constant $\varphi_0$ is the Lagrange multiplier. Multiply this by $\rho$ and integrate. The right side vanishes, and the left side is the linear term of $F$ plus twice its quadratic terms. The quadratic terms therefore equal minus half the linear term, and at the minimum

$$F=\tfrac12\int\rho\varphi_c\,d^3r=\tfrac12e\,\varphi_{\rm ind}(0).$$

Now define $u=\varphi-\varphi_0$, so that $\rho=-\varepsilon_0u/\lambda^2$. Poisson's equation away from the core charge becomes $\nabla^2u=u/\lambda^2$. Write $u=kw/r$ with $k=e/4\pi\varepsilon_0$. Then $w''=w/\lambda^2$, and the point charge at the centre requires $w(0)=1$. The solution is

$$w=e^{-r/\lambda}+b\sinh(r/\lambda).$$

The total charge inside $R$ is $+e$, so at the surface $\varphi(R)=k/R$ and $u'(R)=-k/R^2$. Since $u'=k(w'/r-w/r^2)$, the second condition is $Rw'(R)-w(R)=-1$. With $x=R/\lambda$ this gives

$$b=-\frac{1-(1+x)e^{-x}}{x\cosh x-\sinh x}.$$

For $x\gg1$, both hyperbolic functions approach $e^x/2$. Then $b\simeq-2e^{-x}/(x-1)$ is exponentially small, but $b\sinh x$ is not, and $w(R)\simeq-1/(x-1)$. Hence

$$\varphi_0=\varphi(R)-u(R)\simeq\frac kR\left(1+\frac1{x-1}\right)
=\frac kR\,\frac{x}{x-1}=\frac{k}{R-\lambda}.$$

The induced potential at the centre is the total potential minus $k/r$:

$$\varphi_{\rm ind}(0)=\varphi_0+k\lim_{r\to0}\frac{w(r)-1}{r}
=\varphi_0+\frac{k(b-1)}{\lambda}.$$

In the bulk limit it is $-k/\lambda$. Subtracting this and dropping the exponentially small $kb/\lambda$ leaves

$$\Delta\simeq\frac{e\varphi_0}{2}=\frac{e^2}{8\pi\varepsilon_0(R-\lambda)} .$$

In this model the positive charge occupies a layer of depth about $\lambda$ inside the surface, and the shift is that of a slightly smaller sphere. For the round value $\lambda=0.05$ nm and $R=1$ nm, a numerical solution gives 0.758 eV instead of 0.720 eV, an increase of 5.3 percent relative to the sharp-surface value. At the threshold the correction is much less important: $R_c$ moves from 7.20 to 7.25 nm.

The hard wall leaves out the spill-out of electrons beyond the surface. If spill-out places the effective charge radius at $R+\delta$, the sharp-surface formula gives a smaller shift, and the threshold becomes $R_c-\delta$. The sign found with the hard wall should not be carried over to real metals. For a self-consistent free-electron (jellium) sphere, treated with Thomas-Fermi, exchange-correlation and gradient terms at densities from sodium to aluminium, the charge lies outside the edge of the positive background, with $\delta\approx0.04$ to $0.09$ nm. The shift at $R=1$ nm is then about 0.66 to 0.70 eV, below the sharp-surface value, and the threshold is about 7.1 to 7.2 nm. Metals with $d$ electrons need a calculation of their own surface. For a threshold estimate, "about 7 nm" is a suitable statement.

### What a measured shift contains

The charging term is one part of the difference between a cluster and the bulk. The neutral sphere may already have different bond lengths, atomic coordination or surface dipole, and these initial-state changes also move the core level. Suppose that their sum varies as $A/R$. The total shift is then

$$\delta E_B=\left(\frac{e^2}{8\pi\varepsilon_0}+A\right)\frac1R .$$

A straight line against $1/R$ would not by itself show that charging is the sole cause, because its slope contains both terms.

The choice of energy reference matters as well. Removing a conduction electron from the neutral sphere also leaves $+e$ on the outer surface and costs the same charging energy $\Delta$. Relative to the vacuum at infinity, the Fermi edge and the core level therefore shift together. If the core binding energy is measured from the sphere's own Fermi edge, the charging term cancels:

$$(E_B^{\rm core}+\Delta)-(E_B^{\rm Fermi}+\Delta)=E_B^{\rm core}-E_B^{\rm Fermi}.$$

If it is measured from the Fermi level of a separate, grounded metal, the term does not cancel in this way.

Finally, the sphere must remain isolated until the photoelectron is far away. A sphere held at zero potential throughout has no charging shift, as the numerical comparison above shows. If a support supplies an electron while the photoelectron is still nearby, the final charge is not constant during the escape, and the static formula no longer applies. Even an isolated sphere can change its charge during the escape, because the core hole decays by Auger emission within a few femtoseconds. If the Auger electron is faster than the photoelectron, it overtakes it, the photoelectron then sees $+2e$, and the line moves further to higher binding energy, typically by one or two hundredths of an electronvolt. This is not negligible against 0.1 eV. A nearby grounded conductor also changes the capacitance, so $4\pi\varepsilon_0R$ must then be replaced by the capacitance of the actual arrangement. A nearby dielectric does the same, but only the part of its polarization that is fast enough to follow the emission counts. In an ionic solid the electronic part fixes the centre of gravity of the line, while the slower ionic relaxation appears as phonon sidebands. When these are not resolved, the peak lies between the values obtained with the electronic and with the larger static dielectric constant, and the static constant underestimates the shift.

## Computed values

```
e^2/(4 pi eps0) = 1.43996 eV nm
Cavity test: R = 5.0 nm, a = 0.5 nm, d = 0.15 nm
  local energy from formula = -1.58238 eV
  s = 0.0 nm: isolated -1.43838 eV, zero potential -1.58238 eV, shift 0.14400 eV
  s = 2.0 nm: isolated -1.43838 eV, zero potential -1.58238 eV, shift 0.14400 eV
  s = 4.0 nm: isolated -1.43838 eV, zero potential -1.58238 eV, shift 0.14400 eV
Threshold shift = 0.1 eV
Threshold radius Rc = 7.200 nm
Threshold radius Rc = 72.00 angstrom
Threshold diameter = 14.40 nm
Capacitance at Rc = 8.011e-19 F
Chosen atomic density = 60 per nm^3
Atoms in the threshold sphere = 9.38e+04
Charging shift from field energy:
  R =  1.0 nm: 0.7200 eV
  R =  2.0 nm: 0.3600 eV
  R =  5.0 nm: 0.1440 eV
  R = 10.0 nm: 0.0720 eV
  R = 20.0 nm: 0.0360 eV
Chosen screening length lam = 0.05 nm
  R = 1.0 nm: sharp surface charge 0.7200 eV
  R = 1.0 nm: with screening length 0.7579 eV
  relative change = 5.26 percent
Threshold radius with screening length = 7.250 nm
```
